\section*{Exact Elimination of a Zero-Capacitance Node from a Thermal Network, part 1}

(Sections cited here and not found follow in the second part.)

\section{From one junction to a general network}

\subsection{Two bodies and a junction}

Two bodies exchange heat through a junction $x$ that stores no heat. The bodies have heat capacities $C_1$ and $C_2$, in J/K. The conductance from body 1 to the junction is $a$ and that from the junction to body 2 is $b$, both positive and in W/K. A conductance $g$ between temperatures $\theta$ and $\theta'$ carries the heat flow $g(\theta-\theta')$ from the first to the second. All temperatures are measured as rises above a fixed ambient temperature.

The heat balances are
\begin{align}
C_1\frac{d\theta_1}{dt}&=a(\theta_x-\theta_1),\label{two1}\\
C_2\frac{d\theta_2}{dt}&=b(\theta_x-\theta_2),\label{two2}\\
0&=a(\theta_1-\theta_x)+b(\theta_2-\theta_x).\label{twox}
\end{align}
The third line has no time derivative because the junction has no heat capacity: what flows in must flow out at the same instant. Solving it gives
\begin{equation}
\theta_x=\frac{a\theta_1+b\theta_2}{a+b}.
\end{equation}
The temperature difference that drives heat into body 1 is then
\begin{equation}
\theta_x-\theta_1=\frac{a\theta_1+b\theta_2-(a+b)\theta_1}{a+b}
=\frac{b(\theta_2-\theta_1)}{a+b}.
\end{equation}
In the same way $\theta_x-\theta_2=a(\theta_1-\theta_2)/(a+b)$. Equations \eqref{two1} and \eqref{two2} become
\begin{equation}
C_1\frac{d\theta_1}{dt}=k(\theta_2-\theta_1),\qquad
C_2\frac{d\theta_2}{dt}=k(\theta_1-\theta_2),\qquad
k=\frac{ab}{a+b}.
\label{series}
\end{equation}
This is the series rule, $1/k=1/a+1/b$. Its derivation did not assume a steady state. The junction balance holds at every instant, so the rule holds during the transient as well. Dividing each equation in \eqref{series} by its capacity and subtracting gives
\begin{equation}
\frac{d}{dt}(\theta_1-\theta_2)=-k\left(\frac1{C_1}+\frac1{C_2}\right)(\theta_1-\theta_2),
\end{equation}
a single exponential decay.

As a limit, let $a\to\infty$. The junction is then held at the temperature of body 1, and $k\to b$, as it should. If $b\to0$, then $k\to0$ and the bodies are isolated from each other.

\subsection{Power at the junction and an arm to ambient}

Now let a power $P_x$ be released at the junction, and let a third conductance $c$ join the junction to ambient, where the rise is zero. Write $S=a+b+c$. The junction balance is
\begin{equation}
0=a(\theta_1-\theta_x)+b(\theta_2-\theta_x)-c\,\theta_x+P_x,
\end{equation}
so that
\begin{equation}
\theta_x=\frac{a\theta_1+b\theta_2+P_x}{S}.
\end{equation}
The heat flow into body 1 is
\begin{align}
a(\theta_x-\theta_1)
&=\frac aS\left[a\theta_1+b\theta_2+P_x-(a+b+c)\theta_1\right]\nonumber\\
&=\frac{ab}{S}(\theta_2-\theta_1)-\frac{ac}{S}\theta_1+\frac aS P_x.
\label{threearm}
\end{align}
Each term has a plain meaning. Body 1 is linked to body 2 by $ab/S$ and to ambient by $ac/S$, and it receives the fraction $a/S$ of the junction's power. Body 1 had no direct path to ambient before. The new one stands for the route through the junction.

Three limits test this result. For $c\to0$ the ambient link vanishes and $ab/S$ returns to $k$. For $c\to\infty$ the junction is pinned to ambient: $ab/S\to0$, $ac/S\to a$ and $a/S\to0$, so body 1 sees ambient through its own arm and receives none of the power. For $a\to\infty$ the junction merges with body 1, and the three quantities tend to $b$, $c$ and $1$.

\subsection{Any number of arms}

Consider a network whose nodes have capacities $C_i\ge0$ and prescribed powers $P_i(t)$. The powers are finite and may jump at switching times. The link between nodes $i$ and $j$ has conductance $g_{ij}=g_{ji}\ge0$, independent of temperature and time. Node 0 is the ambient, with $\theta_0=0$. The balance of node $i$ is
\begin{equation}
C_i\frac{d\theta_i}{dt}=\sum_{j\ne i}g_{ij}(\theta_j-\theta_i)+P_i,
\label{balance}
\end{equation}
where the sum includes $j=0$.

Let node $x$ have $C_x=0$. Abbreviate its arms as $g_j=g_{xj}$ and their sum as
\begin{equation}
S=\sum_{j\ne x}g_j>0 .
\end{equation}
The ambient arm $g_0$ belongs to this sum. The balance of $x$ gives
\begin{equation}
\theta_x=\frac1S\left(\sum_{j\ne x}g_j\theta_j+P_x\right).
\label{thetax}
\end{equation}
The heat that node $x$ sends into a retained node $i$ is therefore
\begin{align}
g_i(\theta_x-\theta_i)
&=\frac{g_i}{S}\left(\sum_{j\ne x}g_j\theta_j+P_x-S\theta_i\right)\nonumber\\
&=\sum_{j\ne x}\frac{g_ig_j}{S}(\theta_j-\theta_i)+\frac{g_i}{S}P_x .
\label{key}
\end{align}
The second line uses $S\theta_i=\sum_j g_j\theta_i$. The term $j=i$ is zero and may be left out. Comparing with \eqref{balance}, the retained nodes obey balances of the same form, with
\begin{equation}
g'_{ij}=g_{ij}+\frac{g_ig_j}{S},\qquad
P'_i=P_i+\frac{g_i}{S}P_x .
\label{rule}
\end{equation}
The first formula also holds for $j=0$. Every new link is a product of nonnegative numbers divided by a positive one, so no equivalent conductance is negative. The reduced network can be drawn with ordinary resistors.

If $x$ has $d$ arms with nonzero conductance, each pair of its neighbours gains a link, which makes $d(d-1)/2$ pairs. Some of these pairs may already have been linked, in which case the conductances add. For $d=1$ there is no pair: a dead end disappears and its power passes entirely to its one neighbour. For $d=2$ the series rule returns. For $d$ equal arms $g$, each new link is $g^2/(dg)=g/d$.

Another test is to hold all neighbours except $i$ at one common temperature. The new links at $i$ then act in parallel, and their sum is
\begin{equation}
\sum_{j\ne i,x}\frac{g_ig_j}{S}=\frac{g_i(S-g_i)}{S}.
\label{parallel}
\end{equation}
This is arm $g_i$ in series with all the other arms in parallel, as the original star requires.

The sign result depends on the signs at the start. Arms of $1$, $1$ and $-\tfrac12$ in some unit have $S=\tfrac32$, and the link between the first and third neighbours is $-\tfrac13$. The condition $S>0$ also matters. With nonnegative arms, $S=0$ means that $x$ is connected to nothing. Its balance then reads $0=P_x$, which has no solution if power is supplied and leaves $\theta_x$ undetermined if it is not.

\subsection{Why the transient is the same}

Suppose for now that all retained nodes have positive capacity. Any solution of the full network satisfies the reduced equations, because \eqref{key} is an identity once \eqref{thetax} holds. It remains to show that the reduced equations have no second solution with the same starting temperatures.

Let $d_i$ be the difference between two such solutions. The powers cancel, and
\begin{equation}
C_i\frac{dd_i}{dt}=\sum_{j\ne i}g'_{ij}(d_j-d_i),\qquad d_i(0)=0,\qquad d_0=0 .
\end{equation}
Multiply by $d_i$ and sum over the retained nodes. A link between retained nodes $i$ and $j$ appears twice and contributes
\begin{equation}
g'_{ij}\left[d_i(d_j-d_i)+d_j(d_i-d_j)\right]=-g'_{ij}(d_i-d_j)^2 .
\end{equation}
A link to ambient appears once and contributes $-g'_{i0}d_i^2$. Hence
\begin{equation}
\frac{d}{dt}\sum_i\frac{C_id_i^2}{2}
=-\sum_{i<j}g'_{ij}(d_i-d_j)^2-\sum_i g'_{i0}d_i^2\le0 .
\label{unique}
\end{equation}
The sum on the left starts at zero, cannot be negative and cannot grow. It stays zero, so the two solutions coincide. The retained temperatures of the full and reduced networks therefore agree at all times, for any such powers and any retained starting temperatures.

The starting temperature of $x$ cannot be chosen. Equation \eqref{thetax} fixes it, and if $P_x$ jumps by $\Delta P$, then $\theta_x$ jumps by $\Delta P/S$. The jump stores no heat because $C_x=0$. The retained temperatures remain continuous. After the reduced network has been solved, \eqref{thetax} recovers $\theta_x(t)$, so the eliminated temperature is not lost.

\subsection{The matrix form}

Let the vector $\boldsymbol\theta$ hold all rises except that of ambient. Then \eqref{balance} reads
\begin{equation}
C\frac{d\boldsymbol\theta}{dt}+G\boldsymbol\theta=\mathbf P,\qquad
G_{ii}=\sum_{j\ne i}g_{ij},\qquad G_{ij}=-g_{ij}\ (i\ne j).
\end{equation}
The diagonal sum includes the ambient link. Put $x$ last, let $r$ denote the retained nodes, and let $\mathbf g$ be the column of arms $g_i$ to those nodes. Then
\begin{equation}
G=\begin{pmatrix}G_{rr}&-\mathbf g\\-\mathbf g^{T}&S\end{pmatrix}.
\end{equation}
The last row gives $\theta_x=(\mathbf g^T\boldsymbol\theta_r+P_x)/S$. Inserting it in the upper rows gives
\begin{equation}
C_r\frac{d\boldsymbol\theta_r}{dt}+G'\boldsymbol\theta_r=\mathbf P_r+\frac{\mathbf g}{S}P_x,
\qquad G'=G_{rr}-\frac{\mathbf g\mathbf g^T}{S}.
\label{schur}
\end{equation}
The matrix $G'$ is the Schur complement of $S$ in $G$. Its two minus signs from $-\mathbf g$ and $-\mathbf g^T$ cancel, and the remaining minus comes from solving the last row for $\theta_x$, which moves $-\mathbf g^T\boldsymbol\theta_r$ to the other side of that row.

An off-diagonal element is $-(g_{ij}+g_ig_j/S)$, which confirms the link in \eqref{rule}. The ambient link is the row sum. In $G_{rr}$, row $i$ sums to $g_{i0}+g_i$, because the links among retained nodes cancel. The retained arms of $x$ sum to $S-g_0$. Thus
\begin{equation}
\sum_{j\in r}G'_{ij}=g_{i0}+g_i-\frac{g_i(S-g_0)}{S}=g_{i0}+\frac{g_ig_0}{S}.
\end{equation}
When $g_0=0$, elimination creates no new link to ambient.

\subsection{Where the power goes}

The shares $g_j/S$ sum to one over all neighbours, ambient included. The ambient share $g_0P_x/S$ heats no retained node, but it must be counted in the heat leaving the system. In the full network that flow is
\begin{align}
Q_0&=\sum_{i\in r}g_{i0}\theta_i+g_0\theta_x\nonumber\\
&=\sum_{i\in r}\left(g_{i0}+\frac{g_0g_i}{S}\right)\theta_i+\frac{g_0}{S}P_x .
\label{ambientflow}
\end{align}
The bracket is $g'_{i0}$. The reduced network therefore gives the same flow when the direct share is added.

\subsection{Several nodes without capacity}

Several zero-capacitance nodes can be removed one at a time. Each step leaves nonnegative links, so the sign argument applies again. A positive sum of arms is needed at each step. This is ensured if every such node has a path of positive conductances to a retained node or to ambient. When $x$ is removed, a path through $x$ is replaced by the new link between its neighbours on that path, so the remaining nodes keep their connections.

The order is immaterial. At each step the balance of the removed node has one solution, since its coefficient $S$ is positive. Together the balances determine all eliminated temperatures uniquely from the retained temperatures and the powers. The heat flowing into each retained node is thus one definite linear function of those quantities, and its coefficients cannot depend on how the equations were solved.

A chain tests this. Let bodies 1 and 2 be joined by conductances $a$, $b$, $c$ in sequence, with junctions $x$ and $y$ between them. Either order gives one link with resistance $1/a+1/b+1/c$. For a power $P_x$, removing $y$ first leaves $x$ with arms $a$ and $bc/(b+c)$, so body 1 receives the fraction
\begin{equation}
\frac{a}{a+bc/(b+c)}=\frac{a(b+c)}{ab+ac+bc}.
\end{equation}
Removing $x$ first sends $a/(a+b)$ to body 1 and $b/(a+b)$ to $y$. Node $y$ then has arms $ab/(a+b)$ and $c$ and passes on the fraction $ab/(ab+ac+bc)$. The total is
\begin{equation}
\frac{a}{a+b}+\frac{b}{a+b}\,\frac{ab}{ab+ac+bc}
=\frac{a(ab+ac+bc+b^2)}{(a+b)(ab+ac+bc)} .
\end{equation}
Since $ab+ac+bc+b^2=(a+b)(b+c)$, the two answers agree.

\section{Time constants, small capacities and a worked example}

\subsection{Symbols and results in use}

Node $x$ has arms $g_j$ to its neighbours, with sum $S$, and power $P_x$. Ambient is node 0 with zero rise. If $C_x=0$, elimination adds the link $g_ig_j/S$ between neighbours $i$ and $j$ and the power $g_iP_x/S$ to neighbour $i$. The retained temperatures $\theta_i(t)$ are unchanged, and $\theta_x$ follows from \eqref{thetax}. The full matrices are $C$ and $G$, the reduced conductance matrix is $G'$, and $C_r$ holds the retained capacities.

These results were tested on a random network with seven nodes besides ambient, two of them without capacity. The sources decayed as $e^{-0.3t}$ with $t$ in seconds, and the retained nodes started at random rises within $\pm10$ K. A numerical Laplace inversion of the full equations was compared with the matrix exponential of the reduced ones at four times from 0.05 to 4 s. The largest difference was $2\times10^{-10}$ K. For 300 further random networks with nonnegative links, the block Schur complement contained no negative equivalent conductance beyond rounding error, and elimination in a chosen order and in its reverse gave that same matrix.

\subsection{The time constants}

Without sources, try $\boldsymbol\theta=\mathbf v e^{-t/\tau}$. The network equation gives $-C\mathbf v/\tau+G\mathbf v=0$, or
\begin{equation}
C\mathbf v=\tau G\mathbf v .
\label{pencil}
\end{equation}
If $\tau\ne0$, the row of $x$ reads $0=(G\mathbf v)_x$. This is the junction balance, and using it to remove $v_x$ leaves $C_r\mathbf v_r=\tau G'\mathbf v_r$. Conversely, a solution of the reduced problem gives a solution of \eqref{pencil} once $v_x$ is restored. The nonzero time constants are therefore the same. The full problem has one more solution, $\tau=0$ with $\mathbf v$ confined to $x$: the junction adjusts at once.

A node without heat capacity can be removed exactly: the retained temperatures are unchanged, transients included, and so are the nonzero time constants. It remains to find the error when the node has a little capacity, to work through the example of an electronics box, and to see what happens when links depend on temperature.
